# Activation Energy of Vacancy Conduction with Vacancy–Dopant Pairing, part 2

A cubic perovskite oxide has $M$ cells of edge $a$, each with one dopant-type site and three oxygen sites midway between neighbouring dopant-type sites. Immobile dopants (charge $-2e$) bind mobile oxygen vacancies ($q=+2e$, $e>0$). The problem is how this pairing affects the ionic conductivity $\sigma$.

A dopant's six nearest oxygen sites form its shell. It binds at most one vacancy there, with energy $E_b$, into a neutral pair. Free vacancies jump over a barrier $E_m$ at rate $w=\nu e^{-\beta E_m}$, with attempt frequency $\nu$; $\Delta$ is the displacement along $x$ in one jump. Here $\beta=1/kT$, with temperature $T$ and Boltzmann's constant $k$.

Numbers per cell are $x$ (all dopants), $y$ (all vacancies), $p$ (pairs), $d$ (free dopants) and $v$ (free vacancies). The paired fraction is $\alpha=p/x$, and $E_\sigma=-d\ln(\sigma T)/d\beta$ is the slope. Energies are in eV and conductivities in S/cm.

**Part (a).** For $N_d$ dopants, $N_v$ vacancies, $P$ pairs and $S=3M-6N_d$,

$$W(P)=\binom{N_d}{P}\,6^P\binom{S}{N_v-P}\,e^{\beta E_bP}.$$

For dilute defects,

$$\frac{p}{d\,v}=K,\qquad K=2e^{\beta E_b}$$

Keeping the excluded shells replaces $K$ by $K/(1-2x)$.

**Part (b).** For $y=x$,

$$v=\frac{2x}{1+\sqrt{1+4Kx}}.$$

For nearly complete pairing, $v\simeq\sqrt{x/K}$.

**Part (c).** A free vacancy has diffusion coefficient $D$, and

$$D=\tfrac23a^2\nu e^{-\beta E_m},\qquad\sigma=\frac{4e^2}{a^3kT}\,vD.$$

In a field $\mathcal E$ its mean velocity is $\frac83\,aw\sinh u$, with $u=q\mathcal Ea/(4kT)$. Long-range diffusion is estimated as $D$ times the fraction of time spent free.

**Part (d).** For $y=x$,

$$E_\sigma=E_m+\frac{\alpha}{1+\alpha}E_b\;\longrightarrow\;E_m+\frac{E_b}{2}\qquad(\alpha\to1)$$

This limit is the half law. There $\sigma T=A\,e^{-\beta(E_m+E_b/2)}$, with

$$A=\frac{8e^2\nu}{3ka}\sqrt{\frac x2}.$$

Also,

$$-\frac{d\ln\sigma}{d\beta}=E_\sigma-kT.$$

**Part (e).** For unequal totals,

$$E_\sigma=E_m+fE_b,\qquad f=\frac{1/v}{1/p+1/d+1/v}.$$

### (f) The time needed to reach equilibrium

*Return to equal totals. Find the rate at which a small disturbance of the pairing decays, and the slope seen in a temperature pulse too short for the pairs to respond.*

**Solution.** A bound vacancy has eight neighbouring oxygen sites. Four belong to the same dopant's shell, and four lie outside. The saddle point for escape is taken at the height $E_m$ above the free level, hence $E_m+E_b$ above the bound level. The escape rate is

$$k_d=4\nu e^{-\beta(E_m+E_b)}.$$

Let the capture rate per cell be $k_adv$. In equilibrium it equals $k_dp$, which requires $k_a=Kk_d$. For equal totals,

$$\frac{dv}{dt}=k_d(x-v)-Kk_dv^2.$$

Write $v=v_{\rm eq}+\epsilon$. The terms without $\epsilon$ cancel, and to first order

$$\frac{d\epsilon}{dt}=-\lambda\epsilon,\qquad\lambda=k_d(1+2Kv_{\rm eq}).$$

For nearly complete pairing $Kv_{\rm eq}\simeq\sqrt{Kx}$, and

$$\lambda\simeq2k_d\sqrt{Kx}=8\nu\sqrt{2x}\;e^{-\beta(E_m+E_b/2)}.$$

The relaxation rate has the same activation energy as $\sigma T$ in this limit. A vacancy that has just escaped may return at once to the same dopant. The rate equation ignores this, so $1/\lambda$ is a lower estimate of the relaxation time.

A sudden temperature rise is a large disturbance. Suppose that $v$ starts far below its new equilibrium value. For nearly complete pairing the rate equation is then approximately

$$\frac{dv}{dt}=k_dK(v_{\rm eq}^2-v^2).$$

Starting from nearly zero, its solution is $v=v_{\rm eq}\tanh(\lambda t/2)$, since $\lambda\simeq2k_dKv_{\rm eq}$. At early times dissociation adds $v_{\rm eq}\lambda t/2$. While this addition is small beside the initial $v$, the concentration is frozen, and the part of $\sigma T$ carried by free vacancies varies as $e^{-\beta E_m}$. For this part, a fast pulse and a slow temperature sweep give different slopes in the same sample.

A short pulse also draws a transient current from the pairs, which turn in the field. Let $w_r$ be the rate of a jump within a shell. The polarization of a pair relaxes at the rate $4w_r$. Only the four jumps within the shell count, and their average $\sum\Delta^2$ over the six sites is $2a^2/3$. When the field is switched on, a bound vacancy therefore responds at first as if its diffusion coefficient were $a^2w_r/3$. Pairs far outnumber free vacancies, so this current can exceed the frozen one until several times $1/(4w_r)$ have passed, unless rotation is much slower than free hopping.

### (g) Numbers for a perovskite oxide

*Take $a=0.39$ nm, $E_m=0.60$ eV, $E_b=0.50$ eV, $\nu=5\times10^{12}$ s$^{-1}$ and $x=y=0.005$. Find the conductivity at 500 K and follow the slope from 300 to 600 K. Then examine an imbalance and a fast pulse.*

**Solution.** At 500 K, $kT=0.04309$ eV. The pairing constant is $K=2\exp(0.50/0.04309)=2.19\times10^5$, which gives $Kx=1096$. Thus

$$v=\frac{2(0.005)}{1+\sqrt{1+4(1096)}}=1.49\times10^{-4}.$$

The free fraction is $v/x=0.030$. The limiting formula $\sqrt{x/K}$ gives $1.51\times10^{-4}$, which is 1.5% above the full root.

The free density is $v/a^3=2.51\times10^{18}$ cm$^{-3}$. The diffusion coefficient is

$$D=\tfrac23(3.9\times10^{-8}\ \text{cm})^2(5\times10^{12}\ \text{s}^{-1})e^{-0.60/0.04309}=4.54\times10^{-9}\ \text{cm}^2/\text{s}.$$

With $kT/e=0.04309$ V, the conductivity is

$$\sigma=\frac{4(1.602\times10^{-19})(2.51\times10^{18})(4.54\times10^{-9})}{0.04309}=1.69\times10^{-7}\ \text{S/cm}.$$

The paired fraction $\alpha=0.970$ gives $\alpha/(1+\alpha)=0.492$. The local slope is therefore $0.60+0.492(0.50)=0.846$ eV, compared with 0.850 eV in the limit.

Mass action was tested against the sum over all pair numbers with the weights $W(P)$ of part (a). For $2\times10^7$ cells at 500 K that sum gives $v=1.480\times10^{-4}$ and a slope of 0.846 eV. The mean $v$ is 0.5% below the dilute result. This agrees with the correction $K\to K/(1-2x)$, which raises $K$ by 1% and lowers its inverse square root by half as much.

The same formulas give the temperature dependence.

| $T$ (K) | $v/x$ | $\sigma$ (S/cm) | $E_\sigma$ (eV) | $1/\lambda$ (s) |
|---|---|---|---|---|
| 300 | 0.00063 | $5.6\times10^{-13}$ | 0.850 | 48 |
| 400 | 0.0071 | $1.5\times10^{-9}$ | 0.849 | 0.013 |
| 500 | 0.030 | $1.7\times10^{-7}$ | 0.846 | $9.2\times10^{-5}$ |
| 600 | 0.076 | $3.7\times10^{-6}$ | 0.840 | $3.4\times10^{-6}$ |

Heating releases vacancies and moves the slope slowly away from the limit. A straight-line fit to $\ln(\sigma T)$ between 400 and 600 K gives 0.846 eV. A fit to $\ln\sigma$ over the same range gives 0.804 eV, lower by an amount close to $kT$ within the range, as part (d) requires.

Now change $y$ by $5\times10^{-5}$, which is 1% of the doping, while $x$ and the temperature of 500 K stay fixed. A shortage of vacancies raises the slope to 0.887 eV, and an excess lowers it to 0.806 eV. Each shift is about 0.04 eV. The imbalance is small beside $x$, but it is about one third of $v$. For larger imbalances, $y=x/2$ gives 1.098 eV, close to $E_m+E_b$, and $y=1.5x$ gives 0.602 eV, close to $E_m$.

Finally, let the pairs reach equilibrium at 300 K and heat the sample suddenly to 500 K. With $v$ frozen, the free vacancies give a conductivity of $3.6\times10^{-9}$ S/cm, about 47 times below its equilibrium value at 500 K. A pulse of 100 ns adds at most about

$$\frac{\lambda t}{2}=\frac{10^{-7}}{2(9.2\times10^{-5})}=5\times10^{-4}$$

of the equilibrium $v$. The frozen $v$ is $1/47=0.021$ of that value, so the pulse changes it by less than 3%. After several microseconds the added vacancies would equal the frozen ones, well before equilibrium is reached. The current in so short a pulse need not be that of the free vacancies. If the barrier for rotation within a shell is $E_m$, as in part (h), then $1/(4w_r)=56$ ns. With the field switched on at the start of the pulse, the turning pairs then give an apparent conductivity of about $1\times10^{-6}$ S/cm averaged over 100 ns, several hundred times the frozen value. This transient falls below the frozen value only after about 0.4 µs. It is negligible from the start only if the rotation barrier lies well above 0.9 eV.

### (h) Effects left out, and the real material

*Estimate the influence of screening, finite traps, neighbouring dopants, strong fields and electronic conduction at 500 K. Relate the model to a real memory oxide.*

**Solution.**

**Screening.** Free charges attract a cloud of opposite charge. In the linear Debye–Hückel approximation the potential around a point charge $q$ is $qe^{-\kappa r}/(4\pi\varepsilon r)$, where $\varepsilon$ is the permittivity and

$$\kappa^2=\frac{2q^2(v/a^3)}{\varepsilon kT}.$$

The factor 2 counts free vacancies and free dopants. The dopants themselves do not move. When most of them are paired, however, vacancies can leave one dopant and bind to another, so the places where dopants are free adjust to the potential almost as mobile charges would. Subtracting the bare potential $q/(4\pi\varepsilon r)$ and letting $r\to0$ gives the cloud's potential at the charge, $-q\kappa/(4\pi\varepsilon)$. Charging the defect from zero to $q$ at fixed $\kappa$ gives an energy $-q^2\kappa/(8\pi\varepsilon)$. Both free partners are lowered by this amount, while the neutral pair is not affected in this approximation. The binding energy thus falls by $s\kappa$, with $s=q^2/(4\pi\varepsilon)$.

For a relative permittivity of 170, $s=4(1.44\ \text{eV nm})/170=0.034$ eV nm. The Debye length $1/\kappa$ is 4.3 nm, and binding falls by 0.008 eV. A self-consistent solution raises $v$ by 9% relative to the unscreened value. With the permittivity held fixed, the slope rises to 0.851 eV, since screening strengthens on heating as more defects become free.

**Finite traps.** Part (c) estimated long-range diffusion as the fraction of time free multiplied by $D$. This was tested by solving the hopping problem for one vacancy and one dopant in a periodically repeated block, with the barrier for rotation set to $E_m$. The computed diffusion coefficient exceeds the estimate by 6.1% for 64 cells and by 1.8% for 216 cells. The excess falls roughly as the inverse of the volume, which supports the claim that it comes from the finite trap. The larger block has one dopant per 216 cells, close to $x=0.005$. In this test the shell is empty when the vacancy arrives. When nearly all dopants are paired, most shells are closed to a free vacancy and act as obstacles. The correction is then still of order $x$, but it can have the opposite sign.

**Neighbouring dopants.** For random placement, the chance that at least one of the six neighbouring dopant-type sites is occupied is $1-(1-x)^6=3.0\%$. Such dopants share an oxygen site, and their binding energies may differ from $E_b$. Because the free fraction is also 3%, these few dopants could affect $v$ noticeably. The model gives no value for that effect.

**Strong fields.** At 1 MV/cm, part (c) gives $\sinh u/u=1.034$, so the hopping velocity exceeds its linear value by 3.4%. Dissociation is more sensitive. Outside the shell, the energy of a vacancy displaced by $r$ along the field from its dopant is approximately

$$U(r)=-\frac sr-2e\mathcal Er.$$

Setting $dU/dr=0$ gives $r=\sqrt{s/(2e\mathcal E)}$, where $U=-2\sqrt{2e\mathcal Es}$. The field thus lowers the barrier by $2\sqrt{2e\mathcal Es}$. At 1 MV/cm this is

$$2\sqrt{(0.20\ \text{eV/nm})(0.034\ \text{eV nm})}=0.165\ \text{eV}.$$

If all of it counted as a loss of binding, $v$ would be multiplied by $\exp[0.165/(2kT)]=6.8$. This is a generous estimate, since the lowering applies along the field and not in all directions. It is also a rough one: the barrier top lies only about 0.4 nm from the dopant, close to one cell edge, where a continuum potential is no more than a guide. Onsager's continuum theory of field dissociation, which averages over directions, gives a factor of about 2 instead. At 0.001 MV/cm the barrier-lowering estimate gives 6%, but it fails in weak fields. The averaged effect is linear in the field and amounts to about 0.1%, and the barrier top would in any case lie beyond the Debye length, where $U(r)$ is screened.

**Electronic conduction.** Holes with mobility $\mu_h$ carry as much current as the vacancies when their density is $\sigma/(e\mu_h)$. For a round mobility of 1 cm$^2$/Vs this is $1.1\times10^{12}$ cm$^{-3}$, more than a million times below the free-vacancy density. A trace of holes can therefore dominate the total conductivity. The ionic slope must then be measured with the electronic current blocked or subtracted.

**The real case.** Apart from the binding energy, these parameters lie in the regime of strontium titanate with magnesium on titanium sites. Strontium titanate is studied as a resistive-memory oxide. Its lattice constant is about 0.39 nm, its vacancy migration energy is roughly 0.6 to 0.7 eV, and its large permittivity falls on heating. The value 170 is a rough one for 500 K. The binding energy is a model choice: an error of 0.1 eV in it would move the limiting slope by 0.05 eV. A switching cell can depart from the model in several ways. Its pulses may be too short for the pairs to respond, as in part (f). Its field can approach 1 MV/cm, where free vacancies may become more numerous by a factor that the estimate above gives only roughly. Its oxide may also be locally reduced, which puts vacancies in excess and moves the ionic slope from about 0.85 eV towards 0.60 eV. The electrons released then carry nearly all the current: an excess of $5\times10^{-5}$ vacancies per cell brings $1.7\times10^{18}$ electrons per cm$^3$, which at a mobility of 1 cm$^2$/Vs conduct about a million times better than the vacancies. The half law is thus a guide for slow measurements in weak fields, on samples where pairing is nearly complete and the difference between the vacancy and dopant totals is small beside the concentration of free defects. The complete set of computed values is in the numerical output below.

## Numbers as computed

```
lattice constant a = 0.39 nm; attempt frequency = 5.0e+12 1/s
Em = 0.60 eV; Eb = 0.50 eV; Em+Eb/2 = 0.850 eV
dopants per cell x = 0.0050; density = 8.429e+19 cm^-3
kT at 500 K = 0.04309 eV; K = 2.1918e+05; K*x = 1095.9
free vacancies per cell, 500 K: full 1.4877e-04, limit 1.5104e-04
same from canonical sum = 1.4802e-04
free vacancy density, 500 K = 2.508e+18 cm^-3
paired fraction, 500 K = 0.9702; alpha/(1+alpha) = 0.4924
slope, 500 K: formula 0.8462 eV, canonical sum 0.8463 eV
D of free vacancy, 500 K = 4.542e-09 cm^2/s
sigma, 500 K: formula 1.6945e-07, hops 1.6945e-07 S/cm
limit law: A = 3.1782e+04 S K/cm, sigma(500 K) = 1.7202e-07 S/cm
T (K) | free fraction | sigma (S/cm) | slope (eV) | relax time (s)
300 | 6.310e-04 | 5.566e-13 | 0.8499 | 4.757e+01
400 | 7.057e-03 | 1.545e-09 | 0.8491 | 1.281e-02
500 | 2.975e-02 | 1.694e-07 | 0.8462 | 9.237e-05
600 | 7.636e-02 | 3.691e-06 | 0.8401 | 3.446e-06
fit 400-600 K: sigma*T 0.8464 eV, sigma 0.8043 eV
sudden heating 300 to 500 K, frozen pairs: sigma = 3.594e-09 S/cm
slopes at 500 K for unequal totals:
  half as many vacancies: y = 0.00250 per cell, slope = 1.0982 eV
  vacancies short: y = 0.00495 per cell, slope = 0.8872 eV
  vacancies in excess: y = 0.00505 per cell, slope = 0.8056 eV
  50% more vacancies: y = 0.00750 per cell, slope = 0.6018 eV
walker/free-time prediction: 64 cells 1.0610, 216 cells 1.0176
dopants with a dopant neighbour = 2.96 %
relative permittivity = 170; Debye length = 4.29 nm
screening lowers binding by 0.0079 eV
with screening: free vacancies x 1.094, slope 0.8514 eV
hopping gain at 1 MV/cm = 1.0345
field 0.001 MV/cm: barrier lowering 0.0052 eV, free vacancies up to x 1.06
field 1.000 MV/cm: barrier lowering 0.1646 eV, free vacancies up to x 6.76
hole mobility (round value) = 1.0 cm^2/(V s)
hole density for equal currents = 1.06e+12 cm^-3
```
